# One-Gaussian density fitting: when is the overlap-metric energy error linear?: a program that tests the result

```python
"""
Result under test: a product of two s Gaussians, rho = phi_a phi_b, is fitted
by d*chi, with chi one unit-charge s Gaussian. The self-repulsion of the
overlap-metric fit has an error linear in the Coulomb norm of the residual when
the exponent is mismatched, but quadratic when only the centre is displaced.
The Coulomb-metric fit and the robust energy have errors (delta|delta)/2.

Rydberg units: (f|g) = double integral of f g' 2/|r-r'|, E = (rho|rho)/2.
a, b: orbital exponents; p = a+b; c: exponent of chi (all bohr^-2)
q: charge of rho; shift: distance of chi from the centre of rho (bohr)
delta = rho - d*chi; eta = sqrt((delta|delta)/(rho|rho))
eps = c/p - 1; t = p*shift^2
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import simpson
from scipy.interpolate import CubicSpline
from scipy.optimize import minimize_scalar
from scipy.special import erf
from pyscf import gto

RY_EV = physical_constants["Rydberg constant times hc in eV"][0]
a, b, distance = 0.9, 0.6, 1.2
p = a + b
z_p = b * distance / p          # orbital a at z=0, orbital b at z=distance


def orbital(exponent, z0, s, z):
    """Normalized s Gaussian in cylindrical coordinates."""
    norm = (2 * exponent / np.pi) ** 0.75
    return norm * np.exp(-exponent * (s**2 + (z - z0) ** 2))


def product(s, z):
    return orbital(a, 0.0, s, z) * orbital(b, distance, s, z)


def unit_gaussian(exponent, r2):
    return (exponent / np.pi) ** 1.5 * np.exp(-exponent * r2)


# Real-space quadrature grid (cylindrical coordinates)
half = 6.5
xs, ws = np.polynomial.legendre.leggauss(60)
xz, wz = np.polynomial.legendre.leggauss(80)
s_grid, z_grid = np.meshgrid(half * (xs + 1) / 2, z_p + half * xz,
                             indexing="ij")
weights = 2 * np.pi * s_grid * np.outer(ws * half / 2, wz * half)
rho_grid = product(s_grid, z_grid)


def measured(c, shift):
    """Fits and relative errors from numerical integrals over the orbitals."""
    z_q = z_p + shift
    # the square of a normalized s orbital of exponent c/2 is chi
    mol = gto.M(atom=[["H1", (0, 0, 0)], ["H2", (0, 0, distance)],
                      ["H3", (0, 0, z_q)]],
                basis={"H1": [[0, [a, 1.0]]], "H2": [[0, [b, 1.0]]],
                       "H3": [[0, [c / 2, 1.0]]]},
                unit="Bohr", spin=1, verbose=0)
    eri = 2 * mol.intor("int2e")          # hartree to rydberg
    rr, rx, xx = eri[0, 1, 0, 1], eri[0, 1, 2, 2], eri[2, 2, 2, 2]
    chi = unit_gaussian(c, s_grid**2 + (z_grid - z_q) ** 2)
    root = np.sqrt(weights).ravel()
    d_s = np.linalg.lstsq((root * chi.ravel())[:, None],
                          root * rho_grid.ravel(), rcond=None)[0][0]
    d_j = rx / xx
    eta2 = (rr - 2 * d_s * rx + d_s**2 * xx) / rr
    return dict(rr=rr, rx=rx, xx=xx, d_s=d_s, d_j=d_j, eta=np.sqrt(eta2),
                err_s=1 - d_s**2 * xx / rr, err_j=1 - d_j**2 * xx / rr)


def boys(x):
    return 1.0 if x == 0 else np.sqrt(np.pi / x) * erf(np.sqrt(x)) / 2


# Closed forms
q = (2 * np.sqrt(a * b) / p) ** 1.5 * np.exp(-a * b / p * distance**2)
energy = q**2 * np.sqrt(2 * p / np.pi)


def closed_coefficients(c, shift):
    mu = p * c / (p + c)
    ratio = 2 * p / (p + c)
    return (q * ratio**1.5 * np.exp(-mu * shift**2),
            q * np.sqrt(ratio) * boys(mu * shift**2))


# Product theorem and charge
assert np.allclose(rho_grid, q * unit_gaussian(
    p, s_grid**2 + (z_grid - z_p) ** 2), atol=1e-13)
assert abs(np.sum(weights * rho_grid) - q) < 1e-11

# Coefficients and integrals for concentric and displaced fits
for c, shift in [(1.8, 0.0), (1.1, 0.0), (1.5, 0.4), (2.3, 0.7), (0.9, -0.5)]:
    m = measured(c, shift)
    d_s, d_j = closed_coefficients(c, shift)
    mu = p * c / (p + c)
    assert abs(m["d_s"] - d_s) < 1e-10 and abs(m["d_j"] - d_j) < 1e-10
    assert abs(m["rr"] / 2 - energy) < 1e-10
    assert abs(m["rx"] - 4 * q * np.sqrt(mu / np.pi)
               * boys(mu * shift**2)) < 1e-10
    assert abs(m["err_s"]) <= 2 * m["eta"] + m["eta"] ** 2

# Worked example: field energies from numerically enclosed charges
c = 1.8
ex = measured(c, 0.0)
r = np.linspace(0, 9, 6001)


def enclosed(density):
    return CubicSpline(r, 4 * np.pi * r**2 * density).antiderivative()(r)


def field_energy(q1, q2):
    """(f|g) for concentric spherical densities with enclosed charges q1, q2."""
    integrand = np.zeros_like(r)
    integrand[1:] = q1[1:] * q2[1:] / r[1:] ** 2
    return 2 * (simpson(integrand, x=r) + q1[-1] * q2[-1] / r[-1])


q_rho = enclosed(product(r, z_p))
q_chi = enclosed(unit_gaussian(c, r**2))
best = minimize_scalar(lambda d: field_energy(q_rho - d * q_chi,
                                              q_rho - d * q_chi)).x
d_s, d_j = closed_coefficients(c, 0.0)
assert abs(best - d_j) < 1e-6        # limited by the line search
q_delta = q_rho - ex["d_s"] * q_chi
first = field_energy(ex["d_s"] * q_chi, q_delta)
second = field_energy(q_delta, q_delta) / 2
e_exact = ex["rr"] / 2
e_s = ex["d_s"] ** 2 * ex["xx"] / 2
e_j = ex["d_j"] ** 2 * ex["xx"] / 2
e_rob = ex["d_s"] * ex["rx"] - e_s
chi_chi = 4 * np.sqrt(c / (2 * np.pi))
assert abs(first - d_s * chi_chi * (d_j - d_s)) < 1e-8
assert abs(e_exact - e_s - first - second) < 1e-8
assert abs(e_exact - e_rob - second) < 1e-8
q_delta_j = q_rho - ex["d_j"] * q_chi
second_j = field_energy(q_delta_j, q_delta_j) / 2
assert abs(e_exact - e_j - second_j) < 1e-8
assert abs(field_energy(ex["d_j"] * q_chi, q_delta_j)) < 1e-8

print(f"orbital exponents a, b = {a}, {b} bohr^-2; separation {distance} bohr")
print(f"product exponent p = {p:.4f} bohr^-2; centre {z_p:.4f} bohr from A")
print(f"fit exponent c = {c} bohr^-2; c/p = {c/p:.4f}; Q = P")
print(f"charge q = {q:.6f} e")
print(f"overlap-fit coefficient d_S = {ex['d_s']:.6f} e")
print(f"Coulomb-fit coefficient d_J = {ex['d_j']:.6f} e")
print(f"(chi|chi) = {ex['xx']:.6f} Ry; (rho|chi) = {ex['rx']:.6f} Ry")
for label, value in [("exact", e_exact), ("overlap fit, non-robust", e_s),
                     ("overlap fit, robust", e_rob), ("Coulomb fit", e_j)]:
    print(f"E {label}: {value:.6f} Ry = {value*RY_EV:.4f} eV; "
          f"exact minus this {e_exact-value:.6f} Ry")
print(f"overlap error, first-order part (d chi|delta) = {first:.6f} Ry")
print(f"overlap error, second-order part (delta|delta)/2 = {second:.6f} Ry")
print(f"Coulomb fit, (delta|delta)/2 = {second_j:.6f} Ry")

# Exponent mismatch, concentric
print("Exponent mismatch (Q = P); errors are (E - E_fit)/E, dimensionless")
print("eps      eta(overlap) nonrobust   nonrob/eta robust     Coulomb")
for eps in [-0.2, 0.2, 0.1, 0.05, 0.025]:
    m = measured(p * (1 + eps), 0.0)
    k = 1 + eps
    assert abs(m["err_s"] - (1 - 8 * np.sqrt(k) / (1 + k) ** 3)) < 1e-10
    assert abs(m["err_j"] - (1 - 2 * np.sqrt(k) / (1 + k))) < 1e-10
    print(f"{eps:+.3f}   {m['eta']:.6f}     {m['err_s']:+.6f}   "
          f"{m['err_s']/m['eta']:+.4f}    {m['eta']**2:.6f}   "
          f"{m['err_j']:.6f}")
for eps in [-1e-3, 1e-3]:               # neglected terms are of order eps
    m = measured(p * (1 + eps), 0.0)
    assert abs(m["err_s"] / eps - 1) < 3e-3
    assert abs(m["eta"] ** 2 / eps**2 - 3 / 8) < 3e-3
    assert abs(m["err_j"] / eps**2 - 1 / 8) < 3e-3
    assert abs(m["err_s"] / m["eta"] - np.sign(eps) * np.sqrt(8 / 3)) < 3e-3
print(f"limiting |nonrobust|/eta = sqrt(8/3) = {np.sqrt(8/3):.4f}; "
      f"at eps = 0.001: {m['err_s']/m['eta']:.4f}")

# Displacement only
print("Displacement only (c = p); errors are (E - E_fit)/E, dimensionless")
print("shift/bohr  t         eta(overlap) nonrobust  nonrob/eta "
      "nonrob/eta^2 Coulomb")
for shift in [0.2, 0.1, 0.05, 0.01]:
    m = measured(p, shift)
    t = p * shift**2
    assert abs(m["err_s"] - (1 - np.exp(-t))) < 1e-10
    assert abs(m["err_j"] - (1 - boys(t / 2) ** 2)) < 1e-10
    print(f"{shift:.2f}        {t:.6f}  {m['eta']:.6f}     {m['err_s']:.6f}   "
          f"{m['err_s']/m['eta']:.4f}     {m['err_s']/m['eta']**2:.4f}       "
          f"{m['err_j']:.6f}")
assert abs(m["err_s"] / m["eta"] ** 2 - 3) < 1e-2
assert abs(m["eta"] ** 2 / t - 1 / 3) < 1e-2
assert abs(m["err_j"] / t - 1 / 3) < 1e-2

# Both mismatches together, leading order
eps, t = 0.01, 1e-4
m = measured(p * (1 + eps), np.sqrt(t / p))
assert abs(m["err_s"] / (eps + t) - 1) < 2e-2
assert abs(m["eta"] ** 2 / (3 * eps**2 / 8 + t / 3) - 1) < 2e-2
print(f"both: eps = {eps}, t = {t:.4f}: nonrobust error {m['err_s']:.6f}, "
      f"eps + t = {eps+t:.6f}")
print(f"both: eta^2 = {m['eta']**2:.4e}, "
      f"3 eps^2/8 + t/3 = {3*eps**2/8+t/3:.4e}")

print("checks complete")
```

Running it gives:

```
orbital exponents a, b = 0.9, 0.6 bohr^-2; separation 1.2 bohr
product exponent p = 1.5000 bohr^-2; centre 0.4800 bohr from A
fit exponent c = 1.8 bohr^-2; c/p = 1.2000; Q = P
charge q = 0.577518 e
overlap-fit coefficient d_S = 0.500583 e
Coulomb-fit coefficient d_J = 0.550641 e
(chi|chi) = 2.140949 Ry; (rho|chi) = 1.178895 Ry
E exact: 0.325924 Ry = 4.4344 eV; exact minus this 0.000000 Ry
E overlap fit, non-robust: 0.268243 Ry = 3.6496 eV; exact minus this 0.057681 Ry
E overlap fit, robust: 0.321892 Ry = 4.3796 eV; exact minus this 0.004032 Ry
E Coulomb fit: 0.324574 Ry = 4.4161 eV; exact minus this 0.001350 Ry
overlap error, first-order part (d chi|delta) = 0.053649 Ry
overlap error, second-order part (delta|delta)/2 = 0.004032 Ry
Coulomb fit, (delta|delta)/2 = 0.001350 Ry
Exponent mismatch (Q = P); errors are (E - E_fit)/E, dimensionless
eps      eta(overlap) nonrobust   nonrob/eta robust     Coulomb
-0.200   0.135872     -0.226923   -1.6701    0.018461   0.006192
+0.200   0.111225     +0.176976   +1.5911    0.012371   0.004141
+0.100   0.058305     +0.093999   +1.6122    0.003399   0.001134
+0.050   0.029870     +0.048469   +1.6227    0.000892   0.000297
+0.025   0.015120     +0.024613   +1.6279    0.000229   0.000076
limiting |nonrobust|/eta = sqrt(8/3) = 1.6330; at eps = 0.001: 1.6328
Displacement only (c = p); errors are (E - E_fit)/E, dimensionless
shift/bohr  t         eta(overlap) nonrobust  nonrob/eta nonrob/eta^2 Coulomb
0.20        0.060000  0.141806     0.058235   0.4107     2.8960       0.019723
0.10        0.015000  0.070762     0.014888   0.2104     2.9733       0.004983
0.05        0.003750  0.035362     0.003743   0.1058     2.9933       0.001249
0.01        0.000150  0.007071     0.000150   0.0212     2.9997       0.000050
both: eps = 0.01, t = 0.0001: nonrobust error 0.010037, eps + t = 0.010100
both: eta^2 = 7.0957e-05, 3 eps^2/8 + t/3 = 7.0833e-05
checks complete
```
